# Why agreement among density functionals is not an error bar: test program

```python
"""Result under test: the spread among GGAs does not bound their common error.
For stretched H2+ the error tends to Delta + 1/(4R), Delta = 2E(1/2) - E(1),
where E(N) is the energy of a proton with N electrons (exact Delta = 0).
For spin-restricted stretched H2 it tends to 2[E(1/2,1/2) - E(1,0)], where
the arguments are the numbers of up and down electrons on one atom.
W = molecular energy minus energy of the separated ground-state fragments.
R = bond length in bohr; internal energies in hartree, printed ones in eV.
q = 2Ex[n/2]/Ex[n] for the fully polarized hydrogen 1s density n.
"""
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
BASIS = "cc-pvtz"
GGAS = {
    "PBE": "gga_x_pbe,gga_c_pbe",
    "revPBE": "gga_x_pbe_r,gga_c_pbe",
    "BLYP": "gga_x_b88,gga_c_lyp",
    "BP86": "gga_x_b88,gga_c_p86",
    "PW91": "gga_x_pw91,gga_c_pw91",
}
NUMINT = dft.numint.NumInt()


class System:
    """Integrals and grid for one proton (R=None) or two protons."""

    def __init__(self, R=None):
        if R is None:
            self.mol = gto.M(atom="H 0 0 0", unit="Bohr", basis=BASIS,
                             spin=1, verbose=0)
        else:
            self.mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                             unit="Bohr", basis=BASIS, verbose=0)
        mol = self.mol
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.S = mol.intor("int1e_ovlp")
        self.eri = mol.intor("int2e")
        self.vnn = mol.energy_nuc()
        self.grid = dft.gen_grid.Grids(mol)
        self.grid.level = 3
        self.grid.build()
        nao = self.S.shape[0]
        if R is None:
            self.U = np.eye(nao)
        else:
            # Inversion exchanges the atoms and multiplies by (-1)**l.
            half = nao // 2
            labels = mol.ao_labels(fmt=None)[:half]
            signs = [(-1) ** "spdf".index(lab[2][-1]) for lab in labels]
            self.U = np.vstack([np.eye(half), np.diag(signs)]) / np.sqrt(2)
        values, vectors = eigh(self.h, self.S)
        self.one_electron = values[0] + self.vnn
        _, vec = eigh(self.U.T @ self.h @ self.U, self.U.T @ self.S @ self.U)
        self.core_orbital = self.U @ vec[:, 0]
        self.guess = self.core_orbital

    def xc(self, code, orbital, up, down):
        P = np.outer(orbital, orbital)
        _, energy, potential = NUMINT.nr_uks(
            self.mol, self.grid, code, np.array([up * P, down * P]))
        return float(energy), potential

    def scf(self, code, up, down):
        """One symmetric spatial orbital with occupations up and down."""
        c = self.guess
        U, S = self.U, self.S
        Sg = U.T @ S @ U
        hybrid = NUMINT.hybrid_coeff(code)
        focks, errors = [], []
        for _ in range(60):
            P = np.outer(c, c)
            exc, vxc = self.xc(code, c, up, down)
            J = np.einsum("ijkl,kl->ij", self.eri, P)
            K = np.einsum("iklj,kl->ij", self.eri, P)
            F = self.h + (up + down) * J + vxc[0] - hybrid * up * K
            energy = ((up + down) * np.sum(self.h * P)
                      + 0.5 * (up + down) ** 2 * np.sum(J * P) + exc
                      - 0.5 * hybrid * (up ** 2 + down ** 2) * np.sum(K * P)
                      + self.vnn)
            residual = U.T @ (F @ P @ S - S @ P @ F) @ U
            if np.max(np.abs(residual)) < 1e-5:
                self.guess = c
                return energy
            focks = (focks + [U.T @ F @ U])[-6:]
            errors = (errors + [residual.ravel()])[-6:]
            gram = np.array(errors) @ np.array(errors).T
            gram = gram / gram.max() + 1e-12 * np.eye(len(errors))
            weights = np.linalg.solve(gram, np.ones(len(errors)))
            weights /= weights.sum()
            mixed = sum(a * f for a, f in zip(weights, focks))
            _, vec = eigh(mixed, Sg)
            c = U @ vec[:, 0]
        raise RuntimeError("self-consistent field did not converge")


def spheroidal_h2plus(R, nk=12, nl=12):
    """Variational H2+ ground state in prolate spheroidal coordinates."""
    a = R / 2 + 0.5
    t, wt = laguerre.laggauss(40)
    xi, wx = 1 + t / (2 * a), wt / (2 * a)
    eye = np.eye(nk)
    f = laguerre.lagval(t, eye)
    df = 2 * a * (laguerre.lagval(t, laguerre.lagder(eye)) - f / 2)
    eta, we = legendre.leggauss(50)
    even = np.eye(2 * nl)[:, ::2]
    g = legendre.legval(eta, even)
    dg = legendre.legval(eta, legendre.legder(even))
    A = (df * (wx * (xi ** 2 - 1))) @ df.T
    M0, M1, M2 = [(f * (wx * xi ** k)) @ f.T for k in range(3)]
    B = (dg * (we * (1 - eta ** 2))) @ dg.T
    N0, N2 = (g * we) @ g.T, (g * (we * eta ** 2)) @ g.T
    H = (2 / R ** 2) * (np.kron(A, N0) + np.kron(M0, B)) \
        - (4 / R) * np.kron(M1, N0)
    S = np.kron(M2, N0) - np.kron(M0, N2)
    return eigh(H, S, eigvals_only=True)[0] + 1 / R


def full_ci_two_electrons(system):
    """Lowest state of two electrons in the full product orbital space."""
    s, V = np.linalg.eigh(system.S)
    X = V / np.sqrt(s)
    h = X.T @ system.h @ X
    eri = np.einsum("ijkl,ip,jr,kq,ls->pqrs", system.eri, X, X, X, X,
                    optimize=True)
    n = len(h)
    H = np.kron(h, np.eye(n)) + np.kron(np.eye(n), h) + eri.reshape(n * n, n * n)
    return np.linalg.eigvalsh(H)[0] + system.vnn


# Atoms: ordinary, half-electron and half-up/half-down occupations.
atom = System()
E_H = atom.one_electron
codes = dict(GGAS, PBE0="pbe0")
E1 = {k: atom.scf(x, 1.0, 0.0) for k, x in codes.items()}
Ehalf = {k: atom.scf(x, 0.5, 0.0) for k, x in codes.items()}
Espin = {k: atom.scf(x, 0.5, 0.5) for k, x in codes.items()}
Delta = {k: 2 * Ehalf[k] - E1[k] for k in codes}

# H2+ curves, with a nearly exact check of the same-basis reference.
distances = [2.0, 4.0, 10.0, 20.0]
errors, reference, exact_W = {}, {}, {}
for R in distances:
    pair = System(R)
    reference[R] = pair.one_electron - E_H
    exact = spheroidal_h2plus(R)
    assert abs(exact - spheroidal_h2plus(R, 14, 14)) < 1e-6
    assert pair.one_electron > exact - 1e-7
    exact_W[R] = exact + 0.5
    assert abs(reference[R] - exact_W[R]) < 2e-3  # finite Gaussian basis
    errors[R] = {k: pair.scf(x, 1.0, 0.0) - E1[k] - reference[R]
                 for k, x in GGAS.items()}
    if R == 20.0:
        hybrid_error = pair.scf("pbe0", 1.0, 0.0) - E1["PBE0"] - reference[R]


def statistics(error_by_method):
    values = np.array(list(error_by_method.values()))
    return values.mean(), values.std(ddof=1), np.ptp(values) / 2


for R in (10.0, 20.0):
    mean, spread, _ = statistics(errors[R])
    assert all(e < 0 for e in errors[R].values())
    assert abs(mean) > 5 * spread
    tolerance = 2e-3 if R == 10.0 else 5e-4  # polarization and overlap
    for k in GGAS:
        assert abs(errors[R][k] - Delta[k] - 1 / (4 * R)) < tolerance
assert 0.65 < hybrid_error / errors[20.0]["PBE"] < 0.85

# Frozen-density explanation of the common sign and size.
phi = atom.core_orbital
P = np.outer(phi, phi)
J_H = 0.5 * np.einsum("ij,ijkl,kl->", P, atom.eri, P)
assert abs(J_H - 5 / 16) < 2e-3  # finite Gaussian basis
lda_one = atom.xc("lda_x,", phi, 1.0, 0.0)[0]
lda_half = atom.xc("lda_x,", phi, 0.5, 0.0)[0]
q_local = 2 * lda_half / lda_one
assert abs(q_local - 2 ** (-1 / 3)) < 1e-5
local_estimate = -(2 ** (-1 / 3) - 0.5) * J_H
q, Ex_one, frozen = {}, {}, {}
for k, code in GGAS.items():
    exchange = code.split(",")[0] + ","
    Ex_one[k] = atom.xc(exchange, phi, 1.0, 0.0)[0]
    Ex_half = atom.xc(exchange, phi, 0.5, 0.0)[0]
    Ex_spin = atom.xc(exchange, phi, 0.5, 0.5)[0]
    q[k] = 2 * Ex_half / Ex_one[k]
    assert q[k] > 2 ** (-1 / 3)
    assert abs(Ex_spin - 2 * Ex_half) < 1e-5
    frozen[k] = (2 * atom.xc(code, phi, 0.5, 0.0)[0]
                 - atom.xc(code, phi, 1.0, 0.0)[0] - J_H / 2)
    assert abs(frozen[k] - Delta[k]) * EV < 0.2
    assert 0.6 < local_estimate / frozen[k] < 1.3

# Spin-restricted H2: the shared static-correlation error.
R_H2 = 15.0
h2 = System(R_H2)
W_ci = full_ci_two_electrons(h2) - 2 * E_H
assert abs(W_ci) < 1e-4
h2_error = {k: h2.scf(x, 1.0, 1.0) - 2 * E1[k] - W_ci
            for k, x in codes.items()}
for k in codes:
    if k in GGAS:
        assert abs(h2_error[k] - 2 * (Espin[k] - E1[k])) < 1e-3
h2_gga = {k: h2_error[k] for k in GGAS}
h2_mean, h2_spread, h2_half_range = statistics(h2_gga)
assert min(h2_gga.values()) > 0 and h2_mean > 5 * h2_spread
assert h2_error["PBE0"] > h2_error["PBE"]

print(f"Basis {BASIS}; number of GGAs {len(GGAS)}; 1 hartree = {EV:.5f} eV")
print(f"H atom reference energy in basis: {E_H * EV:.4f} eV")
gap = max(abs(reference[R] - exact_W[R]) for R in distances) * EV
print(f"Largest basis error of reference W(H2+): {gap:.4f} eV")
print("H2+: R/bohr, exact W, basis W, mean error, s, half range (eV), |mean|/s")
for R in distances:
    m, s, r = statistics(errors[R])
    print(f"  {R:4.0f} {exact_W[R]*EV:9.4f} {reference[R]*EV:9.4f} "
          f"{m*EV:8.3f} {s*EV:7.3f} {r*EV:7.3f} {abs(m)/s:7.1f}")
print("H2+ by GGA: error at 2 bohr, at 20 bohr, Delta, Delta+1/(4R) at 20 (eV)")
for k in GGAS:
    print(f"  {k:6s} {errors[2.0][k]*EV:8.3f} {errors[20.0][k]*EV:8.3f} "
          f"{Delta[k]*EV:8.3f} {(Delta[k]+1/80)*EV:8.3f}")
print(f"1/(4R) at 20 bohr: {EV/80:.3f} eV")
print(f"Frozen 1s Hartree energy J: {J_H*EV:.3f} eV")
print(f"Local-exchange ratio q: {q_local:.4f} (dimensionless)")
print(f"Local-scaling estimate of Delta: {local_estimate*EV:.3f} eV")
print("Frozen 1s by GGA: Ex[n] (eV), q (dimensionless), frozen Delta (eV)")
for k in GGAS:
    print(f"  {k:6s} {Ex_one[k]*EV:8.3f} {q[k]:8.4f} {frozen[k]*EV:8.3f}")
print(f"Restricted H2 at {R_H2:.0f} bohr: full-CI W = {W_ci*EV:.5f} eV")
print("Restricted H2 by GGA: error, fractional-spin prediction (eV)")
for k in GGAS:
    print(f"  {k:6s} {h2_error[k]*EV:8.3f} {2*(Espin[k]-E1[k])*EV:8.3f}")
print(f"Restricted H2 GGA mean error: {h2_mean*EV:.3f} eV")
print(f"Restricted H2 GGA s: {h2_spread*EV:.3f} eV")
print(f"Restricted H2 GGA half range: {h2_half_range*EV:.3f} eV")
print(f"Restricted H2 |mean|/s: {h2_mean/h2_spread:.1f} (dimensionless)")
print(f"PBE0 error, H2+ at 20 bohr: {hybrid_error*EV:.3f} eV")
print(f"PBE0/PBE error ratio, H2+: {hybrid_error/errors[20.0]['PBE']:.3f}")
print(f"PBE0 error, restricted H2: {h2_error['PBE0']*EV:.3f} eV")
print("tests ok")
```

Printed output:

```
Basis cc-pvtz; number of GGAs 5; 1 hartree = 27.21139 eV
H atom reference energy in basis: -13.6005 eV
Largest basis error of reference W(H2+): 0.0445 eV
H2+: R/bohr, exact W, basis W, mean error, s, half range (eV), |mean|/s
     2   -2.7928   -2.7874   -0.192   0.016   0.020    12.0
     4   -1.2540   -1.2095   -0.975   0.028   0.032    35.1
    10   -0.0157   -0.0102   -2.241   0.049   0.056    46.1
    20   -0.0004   -0.0002   -2.587   0.049   0.056    53.0
H2+ by GGA: error at 2 bohr, at 20 bohr, Delta, Delta+1/(4R) at 20 (eV)
  PBE      -0.187   -2.559   -2.900   -2.559
  revPBE   -0.221   -2.622   -2.962   -2.622
  BLYP     -0.186   -2.655   -2.995   -2.655
  BP86     -0.188   -2.555   -2.895   -2.555
  PW91     -0.181   -2.543   -2.883   -2.543
1/(4R) at 20 bohr: 0.340 eV
Frozen 1s Hartree energy J: 8.504 eV
Local-exchange ratio q: 0.7937 (dimensionless)
Local-scaling estimate of Delta: -2.498 eV
Frozen 1s by GGA: Ex[n] (eV), q (dimensionless), frozen Delta (eV)
  PBE      -8.325   0.8302   -2.780
  revPBE   -8.449   0.8378   -2.823
  BLYP     -8.429   0.8356   -2.866
  BP86     -8.429   0.8356   -2.780
  PW91     -8.351   0.8289   -2.761
Restricted H2 at 15 bohr: full-CI W = -0.00001 eV
Restricted H2 by GGA: error, fractional-spin prediction (eV)
  PBE       2.245    2.245
  revPBE    2.175    2.175
  BLYP      1.933    1.933
  BP86      1.905    1.905
  PW91      2.258    2.259
Restricted H2 GGA mean error: 2.103 eV
Restricted H2 GGA s: 0.172 eV
Restricted H2 GGA half range: 0.177 eV
Restricted H2 |mean|/s: 12.3 (dimensionless)
PBE0 error, H2+ at 20 bohr: -1.884 eV
PBE0/PBE error ratio, H2+: 0.736
PBE0 error, restricted H2: 3.342 eV
tests ok
```
